# Diabatic States Are Defined Only up to a Constant Rotation: a program that tests the result

```python
"""Non-uniqueness of a strictly diabatic two-state basis.

Result under test: a constant rotation by theta of a diabatic basis changes
the diabatic crossing and coupling, but not the adiabatic energies, the
adiabatic derivative coupling or the vibronic levels. A rotation that depends
on geometry preserves the levels only if its derivative coupling is kept.

Symbols: V = diabatic potential matrix, D = (V11-V22)/2 = g*(R-Rc),
C = V12 (constant), W = U^T V U with
U = [[cos(theta), -sin(theta)], [sin(theta), cos(theta)]],
tau = <upper adiabatic state | d/dR lower adiabatic state>.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

mass_u = 10.0
force_constant = 20.0
R1, R2 = 1.8, 2.2
offset = 0.2
C = 0.2
grid_start, grid_length = 0.9, 2.2
n_levels = 8

mass_kg = mass_u * const.atomic_mass
hbar2_over_mass = const.hbar**2 / mass_kg / const.e * 1e20
quantum = np.sqrt(hbar2_over_mass * force_constant)
g = 0.5 * force_constant * (R2 - R1)
Rc = 0.5 * (R1 + R2) + offset / (2 * g)


def potential(R, theta=0.0):
    """Potential matrices in the rotated basis, shape (number of R, 2, 2)."""
    R = np.atleast_1d(np.asarray(R, dtype=float))
    V = np.empty((R.size, 2, 2))
    V[:, 0, 0] = 0.5 * force_constant * (R - R1)**2
    V[:, 1, 1] = 0.5 * force_constant * (R - R2)**2 + offset
    V[:, 0, 1] = V[:, 1, 0] = C
    angle = np.broadcast_to(theta, R.shape)
    U = np.empty_like(V)
    U[:, 0, 0] = U[:, 1, 1] = np.cos(angle)
    U[:, 1, 0] = np.sin(angle)
    U[:, 0, 1] = -np.sin(angle)
    return np.transpose(U, (0, 2, 1)) @ V @ U


def grid(n):
    return grid_start + grid_length * np.arange(n) / n


def solve(W, coupling=None):
    """Vibronic levels and vectors; coupling is element 12 of A(R)."""
    n = len(W)
    assert n % 2 == 1
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    off = diff != 0
    derivative = np.zeros((n, n))
    derivative[off] = (np.pi / grid_length * (-1.0)**diff[off]
                       / np.sin(np.pi * diff[off] / n))
    A = np.diag(np.zeros(n) if coupling is None else coupling)
    P = np.block([[derivative, A], [-A, derivative]])
    H = -0.5 * hbar2_over_mass * P @ P
    H += np.block([[np.diag(W[:, i, j]) for j in (0, 1)] for i in (0, 1)])
    H = 0.5 * (H + H.T)
    return eigh(H, subset_by_index=[0, n_levels - 1])


def adiabatic(R, theta=0.0):
    """Energies and vectors ordered upper, lower, with determinant +1."""
    energies, vectors = np.linalg.eigh(potential(R, theta))
    energies, vectors = energies[:, ::-1], vectors[:, :, ::-1].copy()
    vectors[:, :, 1] *= np.sign(np.linalg.det(vectors))[:, None]
    return energies, vectors


def numerical_tau(R, theta=0.0, step=1e-5):
    """Derivative coupling from central differences of eigenvectors."""
    middle = adiabatic(R, theta)[1]
    shifted = []
    for sign in (1, -1):
        vectors = adiabatic(R + sign * step, theta)[1]
        overlap = np.sum(middle[:, :, 1] * vectors[:, :, 1], axis=1)
        shifted.append(vectors[:, :, 1] * np.sign(overlap)[:, None])
    slope = (shifted[0] - shifted[1]) / (2 * step)
    return np.sum(middle[:, :, 0] * slope, axis=1)


def diabatic_gap(R, theta):
    W = potential(R, theta)[0]
    return W[0, 0] - W[1, 1]


def find_crossing(theta):
    return brentq(diabatic_gap, 1.5, 2.6, args=(theta,), xtol=1e-13)


print(f"mass = {mass_u:.1f} u; force constant = {force_constant:.1f} eV/A^2")
print(f"minima R1, R2 = {R1:.2f}, {R2:.2f} A; offset = {offset:.2f} eV")
print(f"coupling C = {C:.2f} eV; half slope difference g = {g:.2f} eV/A")
print(f"harmonic quantum = {quantum:.5f} eV; formula Rc = {Rc:.4f} A")
print(f"grid from {grid_start:.1f} to {grid_start + grid_length:.1f} A")

# Constant rotations: each angle has its own grid.
reference_levels = None
uncoupled_ground = []
sample_R = np.linspace(1.6, 2.5, 19)
tau_formula = C * g / (2 * ((g * (sample_R - Rc))**2 + C**2))
for index, degrees in enumerate((0, 15, 30, 45)):
    theta = np.radians(degrees)
    n = 201 + 20 * index
    W = potential(grid(n), theta)
    levels, vectors = solve(W)
    ground = vectors[:, 0].reshape(2, n)
    density = ground @ ground.T
    if reference_levels is None:
        reference_levels, reference_density = levels, density
    assert np.allclose(levels, reference_levels, rtol=0, atol=1e-8)

    p1, p2 = np.diag(reference_density)
    weight_formula = (np.cos(theta)**2 * p1 + np.sin(theta)**2 * p2
                      + np.sin(2 * theta) * reference_density[0, 1])
    assert abs(density[0, 0] - weight_formula) < 1e-7

    W_sample = potential(sample_R, theta)
    D_sample = g * (sample_R - Rc)
    new_D = 0.5 * (W_sample[:, 0, 0] - W_sample[:, 1, 1])
    assert np.allclose(new_D, D_sample * np.cos(2 * theta)
                       + C * np.sin(2 * theta), atol=1e-11)
    assert np.allclose(W_sample[:, 0, 1], -D_sample * np.sin(2 * theta)
                       + C * np.cos(2 * theta), atol=1e-11)
    mean = 0.5 * np.trace(potential(sample_R), axis1=1, axis2=2)
    gap_half = np.sqrt(D_sample**2 + C**2)
    energies = adiabatic(sample_R, theta)[0]
    assert np.allclose(energies[:, 0], mean + gap_half, atol=1e-11)
    assert np.allclose(energies[:, 1], mean - gap_half, atol=1e-11)
    assert np.allclose(numerical_tau(sample_R, theta), tau_formula,
                       rtol=1e-5, atol=1e-7)

    uncoupled = W.copy()
    uncoupled[:, 0, 1] = uncoupled[:, 1, 0] = 0
    uncoupled_ground.append(solve(uncoupled)[0][0])
    print(f"theta = {degrees} deg, {n} grid points:")
    if degrees < 45:
        crossing = find_crossing(theta)
        coupling = potential(crossing, theta)[0, 0, 1]
        upper, lower = adiabatic(crossing)[0][0]
        step = 1e-4
        slope = (diabatic_gap(crossing + step, theta)
                 - diabatic_gap(crossing - step, theta)) / (2 * step)
        ratio = coupling**2 / abs(slope)
        assert abs(crossing - Rc + C / g * np.tan(2 * theta)) < 1e-10
        assert abs(coupling - C / np.cos(2 * theta)) < 1e-9
        assert abs(coupling - 0.5 * (upper - lower)) < 1e-9
        assert abs(ratio - C**2 / (2 * g) / np.cos(2 * theta)**3) < 1e-8
        print(f"  crossing = {crossing:.5f} A; coupling there = "
              f"{coupling:.5f} eV")
        print(f"  half adiabatic gap there = {(upper-lower)/2:.5f} eV")
        print(f"  coupling^2/slope difference = {ratio:.6f} eV A")
    else:
        separation = W[:, 0, 0] - W[:, 1, 1]
        assert np.allclose(separation, 2 * C, atol=1e-11)
        print(f"  no crossing; W11-W22 = {separation.min():.5f} eV everywhere")
    print(f"  ground-state weight on state 1 = {density[0, 0]:.5f}")
    print(f"  lowest level with W12 dropped = {uncoupled_ground[-1]:.6f} eV")
    print("  lowest 3 full levels (eV): "
          + " ".join(f"{value:.6f}" for value in levels[:3]))
assert max(uncoupled_ground) - min(uncoupled_ground) > 0.05

# Independent adiabatic calculation, with and without derivative coupling.
R = grid(261)
adiabatic_energies = adiabatic(R)[0]
W_adiabatic = np.zeros((R.size, 2, 2))
W_adiabatic[:, 0, 0] = adiabatic_energies[:, 0]
W_adiabatic[:, 1, 1] = adiabatic_energies[:, 1]
full_adiabatic = solve(W_adiabatic, numerical_tau(R))[0]
dropped_adiabatic = solve(W_adiabatic)[0]
assert np.allclose(full_adiabatic, reference_levels, rtol=0, atol=1e-6)
adiabatic_error = np.max(np.abs(dropped_adiabatic - reference_levels))
assert adiabatic_error > 1e-3

# A smooth geometry-dependent rotation, with and without its coupling.
width, final_angle = 0.1, np.radians(30)
x = (R - Rc) / width
theta_R = 0.5 * final_angle * (1 + np.tanh(x))
theta_slope = 0.5 * final_angle / width / np.cosh(x)**2
W_variable = potential(R, theta_R)
full_variable = solve(W_variable, -theta_slope)[0]
dropped_variable = solve(W_variable)[0]
assert np.allclose(full_variable, reference_levels, rtol=0, atol=1e-6)
variable_error = np.max(np.abs(dropped_variable - reference_levels))
assert variable_error > 1e-4

print(f"peak derivative coupling = {numerical_tau(np.array([Rc]))[0]:.4f} 1/A")
print("level: diabatic, adiabatic with tau, adiabatic without tau (eV)")
for i in range(n_levels):
    print(f"  {i}: {reference_levels[i]:.6f} {full_adiabatic[i]:.6f} "
          f"{dropped_adiabatic[i]:.6f}")
print(f"largest error without tau = {adiabatic_error:.6f} eV")
print(f"variable rotation: 0 to {np.degrees(final_angle):.0f} deg, "
      f"tanh width {width:.2f} A")
print(f"  largest error, coupling kept = "
      f"{np.max(np.abs(full_variable - reference_levels)):.1e} eV")
print(f"  largest error, coupling dropped = {variable_error:.6f} eV")

# Two conventions: match adiabatic and diabatic states at either minimum.
for name, anchor in (("R1", R1), ("R2", R2)):
    vectors = adiabatic(anchor)[1][0]
    column = np.argmax(np.abs(vectors[0]))
    theta = np.arctan(vectors[1, column] / vectors[0, column])
    crossing = find_crossing(theta)
    coupling = potential(crossing, theta)[0, 0, 1]
    predicted = Rc - C**2 / (g * g * (anchor - Rc))
    assert abs(crossing - predicted) < 1e-9
    print(f"anchor {name}: theta = {np.degrees(theta):.3f} deg, crossing = "
          f"{crossing:.5f} A, coupling = {coupling:.5f} eV")

print("all assertions hold")
```

Printed output:

```
mass = 10.0 u; force constant = 20.0 eV/A^2
minima R1, R2 = 1.80, 2.20 A; offset = 0.20 eV
coupling C = 0.20 eV; half slope difference g = 4.00 eV/A
harmonic quantum = 0.09143 eV; formula Rc = 2.0250 A
grid from 0.9 to 3.1 A
theta = 0 deg, 201 grid points:
  crossing = 2.02500 A; coupling there = 0.20000 eV
  half adiabatic gap there = 0.20000 eV
  coupling^2/slope difference = 0.005000 eV A
  ground-state weight on state 1 = 0.98549
  lowest level with W12 dropped = 0.045717 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
theta = 15 deg, 221 grid points:
  crossing = 1.99613 A; coupling there = 0.23094 eV
  half adiabatic gap there = 0.23094 eV
  coupling^2/slope difference = 0.007698 eV A
  ground-state weight on state 1 = 0.86227
  lowest level with W12 dropped = 0.232320 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
theta = 30 deg, 241 grid points:
  crossing = 1.93840 A; coupling there = 0.40000 eV
  half adiabatic gap there = 0.40000 eV
  coupling^2/slope difference = 0.040000 eV A
  ground-state weight on state 1 = 0.64198
  lowest level with W12 dropped = 0.322512 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
theta = 45 deg, 261 grid points:
  no crossing; W11-W22 = 0.40000 eV everywhere
  ground-state weight on state 1 = 0.38365
  lowest level with W12 dropped = 0.345717 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
peak derivative coupling = 10.0000 1/A
level: diabatic, adiabatic with tau, adiabatic without tau (eV)
  0: 0.022421 0.022421 0.022337
  1: 0.111062 0.111062 0.110842
  2: 0.198179 0.198179 0.197473
  3: 0.214278 0.214278 0.213876
  4: 0.279854 0.279854 0.276988
  5: 0.299223 0.299223 0.298643
  6: 0.355014 0.355014 0.351842
  7: 0.391161 0.391161 0.391667
largest error without tau = 0.003172 eV
variable rotation: 0 to 30 deg, tanh width 0.10 A
  largest error, coupling kept = 2.0e-14 eV
  largest error, coupling dropped = 0.002272 eV
anchor R1: theta = -6.264 deg, crossing = 2.03611 A, coupling = 0.20488 eV
anchor R2: theta = 7.973 deg, crossing = 2.01071 A, coupling = 0.20800 eV
all assertions hold
```
